# Lateral decay length of a mixed-potential disturbance in a thin seed layer

A copper seed 3.0 nm thick lies under an electroless copper bath. On a strip 2 mm wide the surface is slightly different, so that, left to itself, it would settle at a potential 5.0 mV above that of its surroundings. If the bath conducts so well that its potential is uniform, the potential at the centre of the strip rises by only 1.5 mV, and outside the strip the disturbance falls by a factor \(e\) every 2.86 mm, nearly a million times the film thickness. That distance is fixed by two measurable resistances.

## The two resistances

No external current is supplied. At every point of the surface the reducing agent is oxidised, which is an anodic current, and copper ions are reduced, which is a cathodic one. Let \(E\) be the potential of the metal minus that of the adjacent solution, up to a constant, and let \(i(E)\) be the net current density, positive from metal to solution. The mixed potential \(E_{mp}\) is where \(i=0\). The disturbance is \(\eta=E-E_{mp}\).

If both partial reactions run far from their own equilibria, their reverse reactions can be dropped. Each partial current is then exponential in potential, and both have the same magnitude \(i_{mp}\) at \(\eta=0\):

\[
i=i_{mp}\left(e^{\eta/b_a}-e^{-\eta/b_c}\right).
\]

Here \(b_a\) and \(b_c\) are the potential changes that alter a partial current by a factor \(e\). For \(|\eta|\ll b_a,b_c\), expanding to first order gives

\[
i=\frac{\eta}{R_p},\qquad \frac1{R_p}=i_{mp}\left(\frac1{b_a}+\frac1{b_c}\right).
\]

The two slopes add because a rise in potential increases the anodic current and also weakens the cathodic one. \(R_p\) is the area-specific polarisation resistance, in ohm cm². It is a slope and is finite although the net current vanishes.

The example takes \(i_{mp}=1.00\) mA/cm², \(b_a=60\) mV and \(b_c=50\) mV, so

\[
R_p=\frac{1}{10^{-3}\,(1/0.060+1/0.050)}=27.27\ \Omega\,\mathrm{cm^2}.
\]

The second quantity is the sheet resistance \(R_s=\rho/h\) of a film of resistivity \(\rho\) and thickness \(h\). With \(\rho=100\) µΩ cm,

\[
R_s=\frac{100\times10^{-6}\ \Omega\,\mathrm{cm}}{3.0\times10^{-7}\ \mathrm{cm}}=333\ \Omega\ \text{per square}.
\]

## First derivation: charge balance along the film

Assume that the solution is an equipotential. Then \(\eta\) is also the change in the metal's potential. Let everything vary along \(x\) only, and let \(K\) be the current in the film per unit width, positive towards \(+x\). Ohm's law for the sheet is

\[
K=-\frac1{R_s}\frac{d\eta}{dx}.
\]

Consider the piece of film between \(x\) and \(x+dx\). In the steady state, the current entering on the left equals the current leaving on the right plus the current lost to the solution: \(K(x)=K(x+dx)+i\,dx\). Hence

\[
\frac{dK}{dx}=-i .
\]

Inserting Ohm's law, the two minus signs cancel:

\[
\frac{d^2\eta}{dx^2}=R_s\,i(\eta)\simeq\frac{R_s}{R_p}\,\eta .
\]

The solutions are \(e^{\pm x/\lambda}\), with

\[
\boxed{\lambda=\sqrt{\frac{R_p}{R_s}}}
\]

and a disturbance with its source on the left keeps only the decaying one. The units agree, since ohm cm² divided by ohm is cm². The length also follows from a comparison of resistances. For unit width, a length \(\ell\) of film has resistance \(R_s\ell\) along the film and \(R_p/\ell\) to the solution, and the two are equal at \(\ell=\lambda\). If \(R_p\) were negative, the solutions would oscillate instead of decaying, so \(R_p>0\) is a condition of the result.

For the example,

\[
\lambda=\sqrt{27.27/333.3}\ \mathrm{cm}=2.86\ \mathrm{mm}.
\]

### Why the film may be treated as a sheet

The balance assumed one potential across the film thickness. To check this, let \(z\) run from the insulating substrate at \(z=0\) to the wetted surface at \(z=h\). Treat the film as a uniform conductor of conductivity \(\sigma=1/\rho\), in which the potential obeys Laplace's equation. For a film thinner than the electron mean free path of bulk copper, about 39 nm, this is an effective description, good enough here to estimate the size of the correction. A decaying solution with no current into the substrate is

\[
\eta=C\cos(uz/h)\,e^{-ux/h},
\]

whose decay length is \(h/u\). At the wetted surface the current arriving from the film must equal the interfacial current, \(-\sigma\,\partial\eta/\partial z=\eta/R_p\). This gives

\[
u\tan u=B,\qquad B=\frac{h}{\sigma R_p}.
\]

For small \(u\), \(u\tan u=u^2+u^4/3+\dots\), so the lowest root is \(u^2=B-B^2/3+\dots\). Therefore

\[
\frac hu=\frac{h}{\sqrt B}\left(1+\frac B6+\dots\right)=\sqrt{\sigma hR_p}\left(1+\frac B6+\dots\right).
\]

Since \(\sigma h=1/R_s\), the leading term is \(\lambda\). In the example \(B=1.1\times10^{-12}\), and the correction is negligible.

### The strip that makes the disturbance

Let the strip occupy \(|x|<a\), with \(a=1.00\) mm. Its whole current curve is shifted along the potential axis by \(\delta E\), so that \(i=(\eta-\delta E)/R_p\) there, with the same \(R_p\). The balance becomes

\[
\lambda^2\eta''=\eta-\delta E\ \ (|x|<a),\qquad \lambda^2\eta''=\eta\ \ (|x|>a).
\]

By symmetry and decay, \(\eta=\delta E+C\cosh(x/\lambda)\) inside and \(\eta=De^{-|x|/\lambda}\) outside. Both \(\eta\) and the sheet current, hence \(\eta'\), are continuous at \(x=a\):

\[
\delta E+C\cosh\frac a\lambda=De^{-a/\lambda},\qquad
C\sinh\frac a\lambda=-De^{-a/\lambda}.
\]

Adding them gives \(\delta E+Ce^{a/\lambda}=0\), so \(C=-\delta E\,e^{-a/\lambda}\). The second equation then gives \(D=\delta E\sinh(a/\lambda)\). Thus

\[
\eta=\delta E\left[1-e^{-a/\lambda}\cosh\frac x\lambda\right]\ (|x|<a),\qquad
\eta=\delta E\,\sinh\frac a\lambda\;e^{-|x|/\lambda}\ (|x|>a).
\]

With \(a/\lambda=1.00/2.86=0.350\), the centre and the edge are at

\[
\eta(0)=\delta E\,(1-e^{-a/\lambda})=1.475\ \mathrm{mV},\qquad
\eta(a)=\tfrac12\delta E\,(1-e^{-2a/\lambda})=1.258\ \mathrm{mV}.
\]

This explains the small rise at the centre: the strip is narrower than \(\lambda\), and its surroundings hold it down. A strip much wider than \(\lambda\) would reach \(\delta E\) at its centre and \(\delta E/2\) at its edge. A very narrow one gives \(\eta\simeq\delta E\,(a/\lambda)\,e^{-|x|/\lambda}\) outside, so its amplitude is proportional to its width while the decay length is unchanged.

The current leaving one edge through the film is

\[
K(a)=\frac{\eta(a)}{\lambda R_s}=\frac{\eta(a)}{\sqrt{R_pR_s}}
=\frac{1.258\ \mathrm{mV}}{95.3\ \Omega\,\mathrm{cm}}=13.2\ \mathrm{\mu A/cm}.
\]

It enters the solution outside the strip and returns through the solution to the strip, where the net current is cathodic. Just outside the edge the raised potential changes the copper partial current by \(e^{-1.258/50}-1=-2.5\%\), relative to the undisturbed rate.

### Disturbances that are not small

The charge balance also holds for the full current curve. Outside the strip, multiply \(\eta''=R_si(\eta)\) by \(2\eta'\) and integrate from infinity, where \(\eta\) and \(\eta'\) vanish:

\[
(\eta')^2=2R_s\int_0^\eta i(v)\,dv .
\]

To second order the current is \(i=(\eta/R_p)(1+\beta\eta)\). The coefficient is half the second derivative divided by the first:

\[
\beta=\frac12\,\frac{1/b_a^2-1/b_c^2}{1/b_a+1/b_c}=\frac12\left(\frac1{b_a}-\frac1{b_c}\right).
\]

The integral then gives

\[
(\eta')^2=\frac{\eta^2}{\lambda^2}\left(1+\frac{2\beta\eta}{3}+\dots\right).
\]

As \(\eta\) falls, \(|\eta'|/\eta\) tends to \(1/\lambda\). The far tail of a large disturbance therefore has the same decay length, although its amplitude differs from the linear one.

This was tested by dividing the film into small resistors, each connected to the solution through the full exponential current law. For a shift of 0.05 mV the tail of the computed profile gives 2.860 mm, in agreement with the formula. For 50 mV the tail, fitted between four and seven decay lengths outside the edge, is longer by only about 0.0001 mm. One decay length outside the edge, the potential exceeds the linear prediction by 0.6% for an upward shift of 5 mV and by 10% for one of 50 mV. Downward shifts give different deviations, because the current curve is not symmetric.

## Second derivation: one wavelength at a time

The second route starts from the response to a sinusoidal source and does not assume an equipotential solution. It is linear from the outset. Let \(\phi_m\) and \(\phi_s\) be the changes in the potentials of the metal and of the solution next to it, so that \(\eta=\phi_m-\phi_s\). Let the local shift be \(\delta E(x)\), and write each quantity as a sum of waves \(e^{ikx}\) with amplitudes marked by a hat.

In the film, \(dK/dx=-i\) with \(K=-\phi_m'/R_s\) gives \(k^2\hat\phi_m/R_s=-\hat\imath\), or

\[
\hat\phi_m=-\frac{R_s}{k^2}\,\hat\imath .
\]

In a deep solution of conductivity \(\kappa\), Laplace's equation requires the potential to fall as \(e^{-|k|y}\) with distance \(y\) from the surface. The current entering the solution is \(-\kappa\,\partial\phi_s/\partial y=\kappa|k|\phi_s\), so

\[
\hat\phi_s=\frac{\hat\imath}{\kappa|k|}.
\]

Subtracting,

\[
\hat\eta=-Z\,\hat\imath,\qquad Z=\frac{R_s}{k^2}+\frac1{\kappa|k|}.
\]

The interface supplies \(R_p\hat\imath=\hat\eta-\widehat{\delta E}\). Eliminating \(\hat\eta\) gives \(\hat\imath=-\widehat{\delta E}/(R_p+Z)\), and therefore

\[
\frac{\hat\eta}{\widehat{\delta E}}=\frac{Z}{R_p+Z}.
\]

This is a voltage divider: the shift drives current around a loop in which interface, film and solution are in series. Multiply numerator and denominator by \(k^2/R_s\), and put \(q=|k|\lambda\) with \(\lambda^2=R_p/R_s\):

\[
\frac{\hat\eta}{\widehat{\delta E}}=\frac{1+\varepsilon q}{1+\varepsilon q+q^2},\qquad
\varepsilon=\frac{\lambda}{\kappa R_p}=\frac1{\kappa\sqrt{R_pR_s}} .
\]

For a highly conducting solution \(\varepsilon\to0\), and the ratio becomes \(1/(1+k^2\lambda^2)\). The function of \(x\) with this transform is \(g(x)=e^{-|x|/\lambda}/(2\lambda)\), because

\[
\int_{-\infty}^{\infty}g\,e^{-ikx}dx=\frac1{2\lambda}\left[\frac1{1/\lambda+ik}+\frac1{1/\lambda-ik}\right]=\frac1{1+k^2\lambda^2}.
\]

Each element of a source thus produces an exponential of decay length \(\sqrt{R_p/R_s}\), which is the first result again. Summing over the strip, for \(x>a\),

\[
\eta=\frac{\delta E}{2\lambda}\int_{-a}^{a}e^{-(x-x')/\lambda}dx'=\delta E\,\sinh\frac a\lambda\;e^{-x/\lambda},
\]

as found by matching.

### What a finite solution conductivity does

With \(\kappa=0.10\) S/cm, \(\varepsilon=0.286/(0.10\times27.27)=0.105\). The strip has the transform \(2\,\delta E\sin(ka)/k\). Write the response as \(1-q^2/(1+\varepsilon q+q^2)\). The term 1 reproduces the source, which is zero outside the strip. The other term, with \(2\sin A\cos X=\sin(X+A)-\sin(X-A)\), gives

\[
\eta=\frac{\delta E}{\pi}\left[G(s_-)-G(s_+)\right],\qquad s_\pm=\frac{x\pm a}{\lambda},\qquad
G(s)=\int_0^\infty\frac{q\sin qs}{1+\varepsilon q+q^2}\,dq .
\]

Write \(\sin qs\) as the imaginary part of \(e^{iqs}\) and turn the path of integration to \(q=it\). The zeros of the denominator have negative real parts, so none is crossed, and for \(s>0\) the distant arc contributes nothing. Then \(q\,dq=-t\,dt\), and the imaginary part of \(-t/(1-t^2+i\varepsilon t)\) gives

\[
G(s)=\int_0^\infty\frac{\varepsilon t^2\,e^{-ts}}{(1-t^2)^2+\varepsilon^2t^2}\,dt .
\]

The profile is now a sum of decaying exponentials. For small \(\varepsilon\) the weight is concentrated near \(t=1\), where it is \(\varepsilon/[4(t-1)^2+\varepsilon^2]\), with area \(\pi/2\). Hence \(G\to(\pi/2)e^{-s}\), which restores the decay length \(\lambda\). At large \(s\) and fixed \(\varepsilon\), small \(t\) dominates and \(G\to2\varepsilon/s^3\). The final decay is then algebraic, because current spreads through the deep solution.

| Distance from edge | Sheet only (µV) | With solution (µV) |
|---|---|---|
| 0 | 1258 | 1315 |
| \(\lambda\) | 463 | 439 |
| \(3\lambda\) | 62.6 | 59.1 |
| \(10\lambda\) | 0.057 | 0.152 |

The solution raises the centre value from 1.48 to 1.59 mV and the edge value by about 5%, and it lowers the values at \(\lambda\) and \(3\lambda\) by 5 to 6%, relative to the sheet result. A rise in one place must be paid for in another: with no external current \(\int i\,dx=0\), so \(\int\eta\,dx=2a\,\delta E\) whatever the value of \(\kappa\). The algebraic tail doubles the disturbance at 9.1 decay lengths, or 26 mm, where it amounts to a fraction of a microvolt. This holds for a deep bath. With an insulating top at a depth of 1 cm the factor at that distance is only about 1.5, and at any finite depth the final decay is again exponential, though with a length that depends on the depth and is not \(\lambda\): about 3.5 mm for 1 cm and 6.5 mm for 2 cm.

A shallow bath is a second limit. If its depth \(d\) is much smaller than the wavelengths that matter and its top is insulating, the solution is itself a sheet of resistance \(1/(\kappa d)\). Then \(Z=[R_s+1/(\kappa d)]/k^2\), and the decay is again exponential, with

\[
\lambda_{\rm shallow}=\sqrt{\frac{R_p}{R_s+1/(\kappa d)}} .
\]

The return path adds to the sheet resistance and shortens the decay.

## What each derivation assumes

Both routes need a uniform film, a quasi-steady state and a positive \(R_p\). The charge balance also needs an equipotential solution, but it accepts the full current curve and can be applied to a film with edges. It therefore shows that a large disturbance ends in the same exponential. The wave method needs a linear interface and a laterally unbounded, uniform system. In return it includes the solution and supplies the condition that the first route takes for granted. For a deep bath it is \(\varepsilon\ll1\), or

\[
R_s\gg\frac1{\kappa^2R_p}=\frac1{0.10^2\times27.27}=3.67\ \Omega\ \text{per square}.
\]

A shallow bath needs \(R_s\gg1/(\kappa d)\) as well: at \(d=0.1\) mm, with the same \(\varepsilon=0.105\), the decay length is halved to 1.43 mm. The formula for \(\lambda\) thus fails for a seed that conducts too well, because the solution then limits the current loop.

## The model beside a real seed

The parameters are rough values for the start of electroless copper deposition on a barely continuous seed. The model takes the two partial reactions as independent. In real baths they can influence each other, and \(R_p\) is then best measured in the complete bath rather than computed from separate partial curves. Such a film is patchy, and a single \(R_s\) is meaningful only if the patches are much smaller than \(\lambda\). A continuous copper film some tens of nanometres thick has a sheet resistance of the order of one ohm per square, and there the solution cannot be left out.

Copper-ion supply also changes \(R_p\). For diffusivity \(D=5.0\times10^{-6}\) cm²/s, concentration \(c=0.040\) mol/L and a diffusion layer of \(\delta=100\) µm, the limiting current density is \(i_L=2FDc/\delta=3.86\) mA/cm², where \(F\) is the Faraday constant. In the steady state, and if the copper reaction is first order in copper ions, kinetics and transport combine as \(1/i_c=1/i_k+1/i_L\), where \(i_c\) is the copper current density and \(i_k\) its value without depletion. Differentiating, with \(di_k/d\eta=-i_k/b_c\),

\[
\frac{di_c}{d\eta}=-\frac{i_c^2}{i_k b_c}=-\frac{i_c}{b_c}\left(1-\frac{i_c}{i_L}\right).
\]

With \(i_c=i_{mp}\) held at 1.00 mA/cm², \(R_p\) rises to 31.8 ohm cm² and \(\lambda\) to 3.09 mm, an increase of 8%. The diffusion layer is only 0.035 of \(\lambda\) thick, which supports treating this transport as local. The 8% is a steady-state value at fixed \(i_{mp}\). If 1.00 mA/cm² is instead the rate before depletion, \(i_{mp}\) itself falls to 0.89 mA/cm², \(R_p\) reaches 35.1 ohm cm² and \(\lambda\) grows by 13.5%. Such a layer takes a time of the order of \(\delta^2/D=20\) s to form, so in the first second of plating the depletion, and with it the change in \(\lambda\), is smaller.

Constant thickness is another assumption that soon fails. A current of 1.00 mA/cm² deposits copper at 0.37 nm/s. At fixed resistivity \(\lambda\propto\sqrt h\), so a 10% longer decay needs 21% more thickness, which takes 1.7 s. If the resistivity falls as the film grows, the change is faster. As long as depletion is negligible, the potential itself follows easily: with a double-layer capacitance \(C\) per area, a wave relaxes at the rate \((1+k^2\lambda^2)/(R_pC)\) when the solution is equipotential. For \(C=20\) µF/cm² the slowest time is \(R_pC=0.55\) ms. The formula therefore describes the seed at each instant, with the \(R_s\) of that instant and an \(R_p\) that depletion slowly raises, and 2.86 mm belongs to the very start of plating: after one second, growth at fixed resistivity has already lengthened it by about 6%, and copper depletion by roughly a further 3%. The numerical check contains the input values, and its output lists the main results.

## Numbers as computed

```
Seed thickness: 3.0 nm
Effective seed resistivity: 100 microohm cm
Mixed current density: 1.00 mA/cm2
Anodic e-fold potential: 60 mV
Cathodic e-fold potential: 50 mV
Bath conductivity: 0.10 S/cm
Strip half-width a: 1.00 mm
Local mixed-potential shift: 5.0 mV
Sheet resistance R_s: 333.3 ohm/square
Polarisation resistance R_p: 27.27 ohm cm2
Decay length, formula: 2.860 mm
Decay length, network: 2.860 mm
Disturbance at strip centre: 1.475 mV
Disturbance at strip edge: 1.258 mV
Current leaving one edge: 13.19 microA/cm
Copper rate change just outside: -2.48 %
Film mode parameter B: 1.10e-12 (no unit)
Solution parameter eps: 0.1049 (no unit)
Outside edge by 0 decay lengths, sheet only: 1257.551 microV
Outside edge by 0 decay lengths, with solution: 1314.960 microV
Outside edge by 1 decay lengths, sheet only: 462.627 microV
Outside edge by 1 decay lengths, with solution: 439.091 microV
Outside edge by 3 decay lengths, sheet only: 62.610 microV
Outside edge by 3 decay lengths, with solution: 59.107 microV
Outside edge by 10 decay lengths, sheet only: 0.057 microV
Outside edge by 10 decay lengths, with solution: 0.152 microV
Solution doubles disturbance at: 9.13 decay lengths
The same distance from edge: 26.1 mm
R_s at which eps is one: 3.67 ohm/square
Nonlinear change one decay length out, 5 mV shift: 0.578 %
Nonlinear change one decay length out, 50 mV shift: 9.982 %
Far-tail decay length, 50 mV shift: 2.861 mm
Copper diffusivity: 5.0e-06 cm2/s
Copper concentration: 0.040 mol/L
Diffusion-layer thickness: 100 micrometre
Copper limiting current density: 3.86 mA/cm2
R_p with copper transport: 31.76 ohm cm2
Decay length with copper transport: 3.087 mm
Diffusion layer / decay length: 0.0350 (no unit)
Double-layer capacitance: 20 microF/cm2
Double-layer relaxation time: 0.545 ms
Copper growth rate: 0.368 nm/s
Time for 10 % longer decay, fixed resistivity: 1.71 s
```
